# Translational Entropy When Trimethylaluminium Is Exchanged for Methane

## The problem

In the atomic layer deposition of alumina, trimethylaluminium (TMA) reacts with a hydroxylated surface and gives up a methyl group, which leaves as methane:

\[
\Vert\mathrm{OH}+\mathrm{Al(CH_3)_3(g)}\;\rightarrow\;\Vert\mathrm{O{-}Al(CH_3)_2}+\mathrm{CH_4(g)} .
\]

The double bar marks the surface. One gas molecule disappears and one appears.

Treat both gases as ideal, take TMA as a monomer, and give both gases the same temperature \(T\) and the same partial pressure \(p\). For numerical values use \(T=500\) K and \(p=1\) Torr.

(a) Derive the Sackur-Tetrode equation for the molar translational entropy at given \(T\) and \(p\).

(b) Show that replacing one mole of gaseous TMA by one mole of methane lowers the translational entropy by about 19 J/(mol K).

(c) Find what this change contributes to the Gibbs energy of the exchange.

(d) Decide whether the result can serve as the entropy of the surface reaction.

The atomic masses are 1.008 g/mol for H, 12.011 g/mol for C and 26.982 g/mol for Al.

## Hints

**Hint 1.** Start from the energy levels of one particle in a cubic box. The sum over levels factorizes into three equal sums, and for a large box each becomes a Gaussian integral.

**Hint 2.** The molecules of one gas are identical, so the product of one-particle sums must be divided by \(N!\).

**Hint 3.** Replace the volume per molecule by \(kT/p\). Before inserting numbers, ask which quantities in the entropy differ between the two gases.

**Hint 4.** For part (c), compare the translational enthalpies of the two gases as well as their entropies.

**Hint 5.** For part (d), list the motions of a TMA molecule other than the motion of its centre of mass, and ask where they go when the molecule binds.

## Full solution

### (a) The Sackur-Tetrode equation

A molecule of mass \(m\) in a cubic box of edge \(L\) has the translational energies

\[
E=\frac{h^2}{8mL^2}\left(n_x^2+n_y^2+n_z^2\right),\qquad n_x,n_y,n_z=1,2,3,\dots
\]

The energy is a sum of three terms, so the Boltzmann factor is a product and the one-particle partition function is \(q=q_1^3\), with

\[
q_1=\sum_{n=1}^{\infty}e^{-an^2},\qquad a=\frac{h^2}{8mL^2kT}.
\]

For a large box \(a\ll1\), and neighbouring terms differ little. The sum may then be replaced by an integral:

\[
q_1\approx\int_0^\infty e^{-an^2}\,dn=\frac12\sqrt{\frac{\pi}{a}}
=\frac12\sqrt{\frac{8\pi mL^2kT}{h^2}}
=\frac{L\sqrt{2\pi mkT}}{h}.
\]

With the thermal wavelength

\[
\Lambda=\frac{h}{\sqrt{2\pi mkT}}
\]

this reads \(q_1=L/\Lambda\), and therefore \(q=V/\Lambda^3\) with \(V=L^3\).

The error of this replacement can be bounded. The summand decreases with \(n\), so the sum lies between the integral from 1 and the integral from 0. These differ by less than 1, because the integrand does not exceed 1. The relative error of \(q_1\) is thus below \(\Lambda/L\), which is tiny for any vessel: at 500 K the thermal wavelengths are 19.49 pm for methane and 9.20 pm for TMA.

For \(N\) identical molecules that do not interact,

\[
Z=\frac{q^N}{N!}.
\]

This form requires far more accessible states than molecules, so that two molecules rarely compete for one state. The condition is \(N\Lambda^3/V\ll1\). For methane at 500 K and 1 Torr this number is \(1.4\times10^{-10}\), and it is smaller still for the heavier TMA.

Stirling's formula, \(\ln N!\approx N\ln N-N\), gives

\[
\ln Z=N\ln q-N\ln N+N=N\left[\ln\frac{V}{N\Lambda^3}+1\right].
\]

The internal energy follows from the temperature dependence of \(Z\) at fixed \(V\) and \(N\). Since \(\Lambda\propto T^{-1/2}\), \(\ln Z\) contains \(T\) through the term \(\tfrac32N\ln T\), and

\[
U=kT^2\left(\frac{\partial\ln Z}{\partial T}\right)_{V,N}
=kT^2\,\frac{3N}{2T}=\frac32NkT .
\]

The Helmholtz energy is \(F=-kT\ln Z=U-TS\). Solving for the entropy,

\[
S=k\ln Z+\frac UT
=Nk\left[\ln\frac{V}{N\Lambda^3}+1+\frac32\right].
\]

The 1 comes from the indistinguishability of the molecules, through \(N!\), and the \(\tfrac32\) from their kinetic energy. For one mole \(Nk=R\), and the ideal gas law gives \(V/N=kT/p\). Hence

\[
\boxed{S_{\rm trans}=R\left[\ln\frac{kT}{p\Lambda^3}+\frac52\right]}
\]

In a gas mixture \(p\) is the partial pressure of the species considered. An inert carrier gas does not change the formula as long as the mixture is ideal.

### (b) The entropy change

The change is defined as product minus reactant:

\[
\Delta S_{\rm trans}=S_{\rm trans}(\mathrm{CH_4})-S_{\rm trans}(\mathrm{TMA}).
\]

Splitting the logarithm, each entropy is

\[
S_{\rm trans}=R\left[\ln\frac{kT}{p}-3\ln\Lambda+\frac52\right],
\]

where lengths and pressures are understood as numerical values in one consistent set of units. The first and last terms are the same for both gases, because \(T\) and \(p\) are the same. They cancel:

\[
\Delta S_{\rm trans}
=-3R\ln\frac{\Lambda_{\mathrm{CH_4}}}{\Lambda_{\mathrm{TMA}}}.
\]

At equal temperature \(\Lambda\propto m^{-1/2}\), so

\[
\frac{\Lambda_{\mathrm{CH_4}}}{\Lambda_{\mathrm{TMA}}}
=\left(\frac{m_{\mathrm{CH_4}}}{m_{\mathrm{TMA}}}\right)^{-1/2}.
\]

The factor \(-3\) multiplies the exponent \(-\tfrac12\) and gives \(+\tfrac32\). The ratio of molecular masses equals the ratio of molar masses \(M\), and therefore

\[
\boxed{\Delta S_{\rm trans}=\frac32R\ln\frac{M_{\mathrm{CH_4}}}{M_{\mathrm{TMA}}}}
\]

The molar masses are

\[
M_{\mathrm{CH_4}}=12.011+4(1.008)=16.043\ \text{g/mol},
\]

\[
M_{\mathrm{TMA}}=26.982+3(12.011)+9(1.008)=72.087\ \text{g/mol}.
\]

Their ratio is 0.22255, with natural logarithm \(-1.5026\). With \(\tfrac32R=12.4717\) J/(mol K),

\[
\Delta S_{\rm trans}=12.4717\times(-1.5026)=-18.74\ \text{J/(mol K)}.
\]

The translational entropy falls by about 19 J/(mol K), as was to be shown.

The two entropies can also be evaluated separately. At 500 K and 1 Torr the volume per molecule is \(kT/p=51779\ \text{nm}^3\). One cubic nanometre is \(10^9\ \text{pm}^3\), so for methane

\[
\frac{kT}{p\Lambda^3}=\frac{51779\times10^9}{(19.49)^3}\approx6.99\times10^9,
\]

\[
S_{\rm trans}(\mathrm{CH_4})\approx8.3145\,(22.67+2.5)\approx209.3\ \text{J/(mol K)}.
\]

For TMA

\[
\frac{kT}{p\Lambda^3}=\frac{51779\times10^9}{(9.20)^3}\approx6.65\times10^{10},
\]

\[
S_{\rm trans}(\mathrm{TMA})\approx8.3145\,(24.92+2.5)\approx228.0\ \text{J/(mol K)}.
\]

The difference is again \(-18.7\) J/(mol K). Summing over the box levels directly, without the integral and without Stirling's formula, gives 209.26 and 228.00 J/(mol K) for the same conditions. These values appear in the numerical output.

**Why the lighter gas has less entropy.** At equal temperature both molecules have the same mean kinetic energy. The typical momentum along one axis is \(\sqrt{mkT}\), so methane moves faster but spreads over a narrower range of momentum. The number of accessible states is proportional to the volume times the cube of this momentum range, that is, to \(m^{3/2}\). In the same volume TMA has \((72.087/16.043)^{3/2}\approx9.52\) times as many accessible translational states as methane, and \(R\ln9.52\) is the entropy lost.

**Limits.** If the two masses were equal, the change would vanish. If the released molecule were heavier than the precursor, the sign would reverse. The common values of \(T\) and \(p\) drop out, but only while both gases remain ideal and nondegenerate. On cooling at fixed pressure, the Sackur-Tetrode entropies eventually become negative, which real entropies do not. The formula has then left its range, even though the difference of the two expressions still reads \(-18.7\) J/(mol K).

### (c) The contribution to the Gibbs energy

For one mole of either gas the translational enthalpy is

\[
H_{\rm trans}=\frac32RT+pV_{\rm m}=\frac32RT+RT=\frac52RT,
\]

where \(V_{\rm m}\) is the molar volume. It does not depend on the mass, so \(\Delta H_{\rm trans}=0\). What remains is

\[
\Delta G_{\rm trans}=-T\Delta S_{\rm trans}
=-500\times(-18.74)\ \text{J/mol}\approx+9.4\ \text{kJ/mol},
\]

or about 0.097 eV per molecule. The positive sign means that translation opposes the exchange under these conditions. In the equilibrium constant this contribution is the factor

\[
e^{-\Delta G_{\rm trans}/RT}=e^{\Delta S_{\rm trans}/R}
=\left(\frac{M_{\mathrm{CH_4}}}{M_{\mathrm{TMA}}}\right)^{3/2}\approx\frac1{9.52}.
\]

The energy cost grows in proportion to \(T\), while this factor stays the same at every temperature.

### (d) Is this the entropy of the surface reaction?

It is not. The calculation covers the motion of the centre of mass in the gas. TMA also rotates, its methyl groups turn, and its skeleton vibrates. The following estimates for 500 K rest on rough bond lengths and rough wavenumbers.

- Rotation of the whole molecule, treated as a rigid rotor, contributes 48.8 J/(mol K) in methane (symmetry number 12) and 100.3 J/(mol K) in TMA (symmetry number 6, for a planar AlC₃ skeleton whose methyl groups can turn). This difference, about \(-51.5\) J/(mol K), already exceeds the translational one in size. The last digit depends on the geometry: changes of one or two picometres in the bond lengths, or of two degrees in the Al–C–H angle, move each entropy by up to 0.2 J/(mol K).
- The three methyl torsions of TMA contribute at most about 52 J/(mol K). This is the value for free rotation; a barrier favours some angles over others and so lowers the entropy.
- Three soft skeletal bends near 170 cm⁻¹ contribute about 43 J/(mol K), and nine Al–C stretches and methyl rocks near 650 cm⁻¹ about 38 J/(mol K).

The C–H stretches of both molecules, the methyl deformations of TMA and the H–C–H bends of methane are left out of these estimates.

These terms cannot simply be added to \(-18.7\) J/(mol K) to give a reaction entropy. The bound group \(\Vert\mathrm{O{-}Al(CH_3)_2}\) keeps two methyl groups and many of the vibrations, and the rotation of the free molecule turns into hindered motions of this group. The surface hydroxyl also loses its own vibrations. A reaction entropy needs the levels of the surface before and after the exchange.

**Comparison with a real reactor.** Thermal alumina deposition can be run at 500 K. Diluting the precursor in a carrier gas can bring its partial pressure below 1 Torr, but the common pressure does not affect \(\Delta S_{\rm trans}\). Molecular size matters little at this density: for a rough diameter of 0.6 nm, the excluded volume per molecule, which is half that of a pair, is about \(9\times10^{-6}\) of the available volume \(kT/p\).

A reactor does not keep the two partial pressures equal, because methane builds up during a TMA pulse and is then purged. Variation 1 shows how far this moves the number.

The monomer assumption depends on temperature. With a rough dissociation enthalpy of 85 kJ/mol and a rough dissociation entropy of 180 J/(mol K) at 1 bar, dimers make up a mole fraction of about \(4\times10^{-4}\) of TMA vapour at 500 K and 1 Torr total pressure. At 300 K and the same total pressure the estimate is 0.95. These fractions follow the rough inputs: changing the enthalpy by ±3 kJ/mol moves the first between \(2\times10^{-4}\) and \(8\times10^{-4}\) and the second between about 0.9 and 0.97. The vapour is then mostly dimer, and the exchange of one monomer for one methane no longer describes what is drawn from the gas.

## Variation 1: unequal partial pressures

*At which ratio of partial pressures does the translational entropy not change at all?*

The temperature is still common to both gases, but the terms \(R\ln(kT/p)\) no longer cancel. Methane contributes \(-R\ln p_{\mathrm{CH_4}}\), and subtracting the TMA term adds \(+R\ln p_{\mathrm{TMA}}\). Hence

\[
\Delta S_{\rm trans}
=\frac32R\ln\frac{M_{\mathrm{CH_4}}}{M_{\mathrm{TMA}}}
+R\ln\frac{p_{\mathrm{TMA}}}{p_{\mathrm{CH_4}}}.
\]

Setting this to zero and dividing by \(R\) gives

\[
\frac{p_{\mathrm{TMA}}}{p_{\mathrm{CH_4}}}
=\left(\frac{M_{\mathrm{TMA}}}{M_{\mathrm{CH_4}}}\right)^{3/2}\approx9.52 .
\]

At this ratio the gas volume per methane molecule is 9.52 times that per TMA molecule, which makes up for methane's narrower momentum range. If methane is scarcer still relative to TMA, the translational entropy rises in the exchange. If methane accumulates until its pressure exceeds that of TMA, the loss becomes larger than the one found in part (b).

## Variation 2: two methane molecules per TMA

*A TMA molecule reacts with two neighbouring hydroxyl groups and releases two methane molecules. What is the translational change at 500 K, with each gas at a partial pressure of 1 Torr?*

Two moles of gas now replace one:

\[
\Delta S_{\rm trans}^{(2)}=2S_{\rm trans}(\mathrm{CH_4})-S_{\rm trans}(\mathrm{TMA})
\]

\[
=2(209.26)-228.00\approx+190.5\ \text{J/(mol K)}.
\]

The sign has changed. Writing the result as

\[
\Delta S_{\rm trans}^{(2)}=S_{\rm trans}(\mathrm{CH_4})
+\frac32R\ln\frac{M_{\mathrm{CH_4}}}{M_{\mathrm{TMA}}}
\]

separates the two effects. The extra mole of gas brings 209.3 J/(mol K), and the mass difference takes back 18.7 J/(mol K).

Unlike the one-for-one exchange, this change depends on the common pressure, because one term \(R\ln(kT/p)\) is left over. Lowering both partial pressures tenfold at fixed temperature adds \(R\ln10\approx19.1\) J/(mol K). The small loss found in part (b) therefore belongs to an exchange that conserves the number of gas molecules.

## Values computed for the example and the checks

```
Temperature: 500 K
Partial pressure of each gas: 1 Torr
Atomic masses H, C, Al: 1.008, 12.011, 26.982 g/mol
Molar mass CH4: 16.043 g/mol
Molar mass TMA: 72.087 g/mol
Mass ratio CH4/TMA: 0.22255
ln of mass ratio: -1.5026
Gas constant R: 8.3145 J/(mol K)
1.5 R: 12.4717 J/(mol K)
Thermal wavelength CH4: 19.49 pm
Thermal wavelength TMA: 9.20 pm
Volume per molecule kT/p: 51779 nm^3
S_trans CH4, Sackur-Tetrode: 209.26 J/(mol K)
S_trans TMA, Sackur-Tetrode: 228.00 J/(mol K)
S_trans CH4, level sum: 209.26 J/(mol K)
S_trans TMA, level sum: 228.00 J/(mol K)
Change dS_trans, TMA -> CH4: -18.74 J/(mol K)
Free-energy cost -T dS_trans: 9.37 kJ/mol
The same cost per molecule: 0.0971 eV
Pressure ratio TMA/CH4 that cancels the loss: 9.52
Change if two CH4 replace one TMA: 190.5 J/(mol K)
Rough bond lengths Al-C, C-H: 0.196, 0.109 nm
S_rot CH4 (symmetry number 12): 48.8 J/(mol K)
S_rot TMA (symmetry number 6): 100.3 J/(mol K)
Change dS_rot, TMA -> CH4: -51.5 J/(mol K)
TMA, 3 free methyl torsions: 51.6 J/(mol K)
TMA, 3 bends at rough 170 1/cm: 43.0 J/(mol K)
TMA, 9 Al-C stretches and methyl rocks at rough 650 1/cm: 38.0 J/(mol K)
Rough dimer dissociation enthalpy: 85 kJ/mol
Rough dimer dissociation entropy (1 bar): 180 J/(mol K)
Dimer mole fraction at 500 K, 1 Torr total: 4.0e-04
Dimer mole fraction at 300 K, 1 Torr total: 0.95
Degeneracy Lambda^3 p/(kT), CH4: 1.4e-10
Rough molecular diameter: 0.6 nm
Excluded volume / volume per molecule: 8.7e-06
```
